\section*{How a Capping Metal's Influence on a Schottky Barrier Decays with Thickness}

\section{How much contact metal must be kept?}

A semiconductor is covered by a thin film of metal $A$, and the film by a thick cap of metal $B$. Before computing the Schottky barrier one must decide whether $B$ belongs in the model, or whether the stack may be replaced by the semiconductor and thick $A$. The decision depends on how fast the barrier forgets the cap as the thickness $d$ of $A$ grows. Linear Thomas-Fermi screening gives an exponential law, with a rate set by $A$ and a prefactor set by all three materials.

The semiconductor occupies $x<0$, metal $A$ occupies $0<x<d$, and metal $B$ occupies $x>d$. Hartree atomic units are used. The stack is in equilibrium with one Fermi level $E_F$, and its interfaces are planar. Let
\begin{equation}
w(x)=E_{\rm vac}(x)-E_F ,
\end{equation}
where $E_{\rm vac}$ is the local vacuum level for an electron. Deep in neutral metal $i$, $w$ equals the work function $\Phi_i$. The Schottky-Mott assumption is that there are no interface dipoles and no gap states, so $w$ is continuous. It is applied here to both interfaces. A work function includes the dipole of a free surface, which a buried $A$/$B$ contact does not have, so the difference of work functions used below as the source of the cap's influence is a parameter of the model, not a property of a real contact. With electron affinity $\chi$, the barrier for electrons is
\begin{equation}
\phi(d)=w(0)-\chi .
\end{equation}
The influence of the cap is $\delta(d)=\phi(d)-\phi(\infty)$, and $\Delta=\Phi_B-\Phi_A$.

\section{Screening inside one metal}

In metal $i$ the band bottom follows the local vacuum level rigidly. Raising $w$ above $\Phi_i$ therefore lowers the local Fermi energy from its bulk value $e_i$ to $e_i-(w-\Phi_i)$. The Thomas-Fermi electron density is
\begin{equation}
n=\frac{[2(e_i-w+\Phi_i)]^{3/2}}{3\pi^2}
=n_i\left(1-z\right)^{3/2},\qquad z=\frac{w-\Phi_i}{e_i}.
\end{equation}
The positive background has density $n_i$, so the charge density is $\rho_c=n_i-n$. The electrostatic potential $\psi$ obeys $\psi''=-4\pi\rho_c$. An electron has charge $-1$, so $w=-\psi+{\rm const}$ and
\begin{equation}
w''=4\pi n_i\left[1-(1-z)^{3/2}\right]
=4\pi n_i\,\frac{3z}{2}\left(1-\frac z4+\dots\right).
\label{eq:nl}
\end{equation}
Linear screening keeps the first term. With $n_i=k_{F,i}^3/(3\pi^2)$ and $e_i=k_{F,i}^2/2$,
\begin{equation}
w''=k_i^2(w-\Phi_i),\qquad
k_i^2=\frac{6\pi n_i}{e_i}=\frac{4k_{F,i}}{\pi}.
\label{eq:lin}
\end{equation}
Here $k_B$ is the inverse screening length of metal $B$, not Boltzmann's constant. Equation (\ref{eq:nl}) shows the condition for linearity: $|z|/4\ll1$.

\section{Simplest case: flat bands and equal screening lengths}

Let the semiconductor carry no charge, so that no field enters the metal: $w'(0)=0$. Let also $k_A=k_B=k$. The solution of (\ref{eq:lin}) in $A$ with zero slope at $x=0$, and the bounded solution in $B$, are
\begin{equation}
w_A=\Phi_A+P\cosh kx,\qquad w_B=\Phi_B+Q\,e^{-k(x-d)} .
\end{equation}
Continuity of $w$ and $w'$ at $d$ requires
\begin{equation}
P\cosh kd=\Delta+Q,\qquad P\sinh kd=-Q .
\end{equation}
Adding the two equations removes $Q$ and gives $Pe^{kd}=\Delta$. Hence
\begin{equation}
\phi(d)=\Phi_A-\chi+\Delta\,e^{-kd}.
\end{equation}
At $d=0$ this is the Schottky-Mott barrier $\Phi_B-\chi$; at large $d$ it is $\Phi_A-\chi$. In this special case the exponential holds at every thickness.

\section{Different screening lengths}

Now let $k_A\ne k_B$, still with flat bands. Write $c=\cosh k_Ad$ and $s=\sinh k_Ad$. Matching gives
\begin{equation}
Pc=\Delta+Q,\qquad k_APs=-k_BQ .
\end{equation}
Multiplying the first equation by $k_B$ and adding the second gives $P(k_Bc+k_As)=k_B\Delta$. Therefore
\begin{equation}
\phi(d)=\Phi_A-\chi+\Delta\,T,\qquad
T=\frac{k_B}{k_Bc+k_As}.
\label{eq:T}
\end{equation}
To expose the decay, set $E=e^{-k_Ad}$ and $\rho=(k_A-k_B)/(k_A+k_B)$. Writing $c$ and $s$ as exponentials,
\begin{equation}
k_Bc+k_As=\frac{k_A+k_B}{2E}\left(1-\rho E^2\right),
\end{equation}
and since $2k_B/(k_A+k_B)=1-\rho$,
\begin{equation}
T=\frac{(1-\rho)E}{1-\rho E^2}.
\label{eq:TE}
\end{equation}

Two limits show what the difference in screening lengths does. For $k_Ad\gg1$, $T\simeq(1-\rho)e^{-k_Ad}$: the rate belongs to $A$ alone, while $B$ enters the prefactor. For $k_Ad\ll1$, $k_Bd\ll1$ and $k_A^2d\ll k_B$, the denominator in (\ref{eq:T}) is $k_B+k_A^2d$ to first order, so $T\simeq1-(k_A^2/k_B)d$. The initial rate is thus $k_A^2/k_B$, which differs from $k_A$ unless the screening lengths agree. The factor $T$ was tested against a finite-volume solution at five thicknesses, and the pure exponential was tested for equal screening lengths.

\section{A semiconductor with a depletion layer}

A doped semiconductor sends a field into the metal. Take $n$-type material with donor density $N$ and permittivity $\varepsilon$, fully depleted over a width $W$ and neutral beyond it. Holes and image-force lowering are neglected. Let $\xi$ be the conduction-band edge minus $E_F$ in the neutral bulk. In the depletion layer
\begin{equation}
w''=\frac{4\pi N}{\varepsilon},\qquad w(-W)=\chi+\xi,\qquad w'(-W)=0 .
\end{equation}
Two integrations from $-W$ to $0$ give
\begin{equation}
w'(0^-)=\frac{4\pi NW}{\varepsilon},\qquad
V\equiv w(0)-\chi-\xi=\frac{2\pi NW^2}{\varepsilon}.
\end{equation}
The normal displacement is continuous, and the metals have unit background permittivity. The slope on the metal side is therefore
\begin{equation}
g\equiv w'(0^+)=\varepsilon w'(0^-)=4\pi NW=\sqrt{8\pi\varepsilon NV}.
\label{eq:g}
\end{equation}

In $A$ the solution with this slope is $w=\Phi_A+P\cosh k_Ax+(g/k_A)\sinh k_Ax$. Matching at $d$ now reads
\begin{align}
Pc+\frac{g}{k_A}s&=\Delta+Q,\\
k_APs+gc&=-k_BQ .
\end{align}
Multiplying the first line by $k_B$ and adding the second,
\begin{equation}
P(k_Bc+k_As)+\frac g{k_A}(k_Bs+k_Ac)=k_B\Delta .
\end{equation}
Since $w(0)=\Phi_A+P$,
\begin{equation}
w(0)=\Phi_A+\Delta\,T-\frac gK,\qquad
K=k_A\frac{k_Bc+k_As}{k_Bs+k_Ac}.
\label{eq:w0}
\end{equation}
The term $g/K$ is the potential drop across the screening charge that terminates the depletion field.

The slope $g$ itself depends on $V$. Subtracting $\chi+\xi$ from (\ref{eq:w0}) gives a quadratic equation for $\sqrt V$:
\begin{equation}
V+a\sqrt V-R=0,\quad a=\frac{\sqrt{8\pi\varepsilon N}}{K},\quad
R=\Phi_A+\Delta T-\chi-\xi .
\end{equation}
Depletion requires $R>0$. The root with $\sqrt V>0$ gives
\begin{equation}
\phi(d)=\xi+\left[\frac{-a+\sqrt{a^2+4R}}{2}\right]^2 .
\label{eq:closed}
\end{equation}

For $N\to0$, $a$ vanishes, $V=R$, and (\ref{eq:T}) returns. For $d=0$, $T=1$ and $K=k_B$, which describes $B$ alone. For $d\to\infty$, $T=0$ and $K=k_A$, which describes thick $A$. The closed barrier was tested against numerical solutions of the whole stack in which $W$ was an unknown.

\section{The decay law}

Let $V_\infty$, $W_\infty$ and $g_\infty$ belong to thick $A$. Subtracting its equation, $V_\infty+g_\infty/k_A=\Phi_A-\chi-\xi$, from the one at finite $d$ gives
\begin{equation}
\delta+\frac{g(V_\infty+\delta)}K-\frac{g_\infty}{k_A}=\Delta\,T .
\label{eq:delta}
\end{equation}
In exponential form,
\begin{equation}
\frac1K=\frac1{k_A}\frac{1+\rho E^2}{1-\rho E^2}
=\frac1{k_A}\left(1+2\rho E^2+\dots\right),
\end{equation}
so $K$ contributes nothing at order $E$. From (\ref{eq:g}), $g\propto\sqrt V$ and
\begin{equation}
\frac{dg}{dV}=\frac g{2V}
=\frac{4\pi NW}{4\pi NW^2/\varepsilon}=\frac{\varepsilon}{W}.
\end{equation}
At leading order (\ref{eq:delta}) becomes $\delta(1+\eta)=\Delta(1-\rho)E$, with $\eta=\varepsilon/(k_AW_\infty)$. The result is
\begin{equation}
\delta(d)\simeq\frac{2k_B}{k_A+k_B}\,
\frac{\Phi_B-\Phi_A}{1+\varepsilon/(k_AW_\infty)}\,e^{-k_Ad}.
\label{eq:law}
\end{equation}
It holds for linear screening with $k_Ad\gg1$, $|\delta|\ll V_\infty$ and $2|\rho|g_\infty E/k_A\ll(1-\rho)|\Delta|$. The last condition matters when the two work functions are nearly equal, a case treated below.

The depletion factor is a capacitive divider. Per unit area, the depletion layer has differential capacitance $\varepsilon/(4\pi W_\infty)$ and the screening layer of thick $A$ has $k_A/(4\pi)$. The fraction of the change that appears at the semiconductor is the second divided by their sum, which is $1/(1+\eta)$.

The next order is useful for judging the law. Expanding $g$ to second order with $d^2g/dV^2=-(\varepsilon/W)/(2V)$, and calling the right-hand side of (\ref{eq:law}) $\delta_1$,
\begin{equation}
\delta=\delta_1+\frac{1}{1+\eta}\left[\frac{\eta\,\delta_1^2}{4V_\infty}
-\frac{2\rho g_\infty}{k_A}E^2\right]+O(E^3).
\label{eq:second}
\end{equation}
If $\Phi_A=\Phi_B$, then $\delta_1=0$. The second term in the bracket remains when $\rho g_\infty\ne0$. A cap of equal work function but different screening length then acts through the depletion field, with an influence that decays as $e^{-2k_Ad}$.

\section{A numerical case}

The parameters are round model values: density radii $r_s=3$ bohr for $A$ and $2$ bohr for $B$, $\Phi_A=0.16$, $\Phi_B=0.19$, $\chi=0.14$ and $\xi=0.003$ Ha, $\varepsilon=10$, and $N=10^{-7}$ bohr$^{-3}$. They give $k_A=0.9025$ and $k_B=1.1053$ bohr$^{-1}$, so the screening length of $A$ is $1.108$ bohr and $\rho=-0.101$.

Thick $A$ gives a barrier of $0.01929$ Ha ($0.525$ eV), and $B$ alone gives $0.04903$ Ha ($1.334$ eV). The first lies $0.00071$ Ha below $\Phi_A-\chi=0.02$ Ha. This is the screening drop $g_\infty/k_A$: with $W_\infty=509.2$ bohr,
\begin{equation}
\frac{4\pi\times10^{-7}\times509.2}{0.9025}=7.09\times10^{-4}\ {\rm Ha}.
\end{equation}
The depletion factor is $1+10/(0.9025\times509.2)=1.0218$, and the prefactor of the law is
\begin{equation}
\frac{(1+0.101)\times0.030}{1.0218}=0.0323\ {\rm Ha}.
\end{equation}

These barriers omit image-force lowering. With the field $g_\infty/\varepsilon$ in the semiconductor, its usual estimate is $\sqrt{g_\infty}/\varepsilon=0.0025$ Ha ($0.069$ eV) for thick $A$. Since this lowering varies as $V^{1/4}$, it would reduce a small influence of the cap by about 4\%, more than the depletion factor does. The percentages below therefore compare solutions of the model, not errors for a real contact.

The influence of the cap, in mHa, is as follows.
\begin{center}
\begin{tabular}{cccc}
$d$ (bohr) & linear & law (\ref{eq:law}) & nonlinear\\
1 & 12.967 & 13.110 & 13.114\\
2 & 5.315 & 5.317 & 5.376\\
4 & 0.8748 & 0.8745 & 0.8837\\
8 & 0.02366 & 0.02366 & 0.02389
\end{tabular}
\end{center}
Relative to the full linear result, the law is 1.1\% too high at 1 bohr and 0.03\% too low at 4 bohr. The change of sign has a derivable origin. At 4 bohr, $E=0.0271$ and $V_\infty=0.01629$ Ha, and the two terms of (\ref{eq:second}) raise $\delta$ by about $0.03\%$ and $0.01\%$ of $\delta_1$. Among the terms of order $E^3$ is the denominator of (\ref{eq:TE}), which changes $\delta$ by the fraction $\rho E^2$. This is $-0.007\%$ at 4 bohr but $-1.7\%$ at 1 bohr, where it outweighs the positive terms.

The last column solves (\ref{eq:nl}) without linearizing. The influence is about 1\% larger than in linear screening at each listed thickness. The sign agrees with the factor $1-z/4$: in $A$ near the cap $z$ is positive and screening weaker, while in $B$ $z$ is negative and screening stronger, which holds $w(d)$ closer to $\Phi_B$. Between 6 and 8 bohr the decay rate is $0.9025$ bohr$^{-1}$ in the linear solution and $0.9026$ bohr$^{-1}$ in the nonlinear one. Deep in $A$ the deviation from $\Phi_A$ is small, so the linear equation governs the decay there even when it is not accurate near the cap. Both rates were tested against $k_A$, and the prefactor was tested at 8 bohr.

A cap with $\Phi=0.15$ Ha and the density of $B$ reverses the sign of $\Delta$. At $d=2$ bohr the barrier is then $0.01753$ Ha, below the thick-$A$ value, as (\ref{eq:law}) requires. That the sign of $\delta$ follows the sign of $\Delta$ is a property of the Thomas-Fermi model; with an oscillating response the sign can alternate with $d$.

For the decision posed at the start, choose a tolerance $\tau$ and invert (\ref{eq:law}). The prefactor is $0.880$ eV, so for $\tau=1$ meV
\begin{equation}
d_\tau=\frac1{k_A}\ln\frac{880\ {\rm meV}}{1\ {\rm meV}}
=1.108\times6.78=7.5\ {\rm bohr}\quad(0.40\ {\rm nm}).
\end{equation}
Within the exponential law, a tolerance ten times smaller adds $1.108\ln10=2.55$ bohr.

\section{Where the exponential law stops}

The length $d_\tau$ is comparable with atomic spacings. At $r_s=3$ bohr the volume per electron is $4\pi r_s^3/3=113$ bohr$^3$, whose cube root is $4.8$ bohr. For one free electron per atom, $d_\tau$ is thus between one and two such spacings. A uniform film with sharp faces is only a model there, and the number gives the range of Thomas-Fermi screening, not the thickness a particular film needs.

The second limit concerns the response itself. Thomas-Fermi theory uses the long-wavelength response at every wave vector. The Lindhard response of a uniform electron gas depends on the wave vector, and the sharp Fermi surface makes it singular at twice the Fermi wave vector. For a unit charge sheet in infinite metal $A$, the screened potential is
\begin{equation}
U(x)=4\int_0^\infty\frac{\cos qx\,dq}{D(q)},\qquad
D=q^2+k_A^2F\!\left(\frac q{2k_F}\right),
\end{equation}
where $k_F=0.6397$ bohr$^{-1}$ is the Fermi wave vector of $A$ and
\begin{equation}
F(y)=\frac12+\frac{1-y^2}{4y}\ln\left|\frac{1+y}{1-y}\right| .
\end{equation}
Setting $F=1$ recovers Thomas-Fermi screening and $U=(2\pi/k_A)e^{-k_Ax}$. With the full $F$, put $q=2k_F+t$. Near $t=0$ the singular part of $F$ is $t\ln|t|/(4k_F)$, so that of $1/D$ is $-k_A^2t\ln|t|/(4k_FD_0^2)$, with $D_0=4k_F^2+k_A^2/2$. The large-$x$ contribution of $t\ln|t|$ to the cosine integral is $\pi\sin(2k_Fx)/x^2$. This follows by differentiating $\int\ln|t|\cos tx\,dt=-\pi/x$ with respect to $x$. Hence
\begin{equation}
U(x)\simeq-\frac{\pi k_A^2}{k_FD_0^2}\,\frac{\sin 2k_Fx}{x^2}.
\end{equation}
The amplitude is $0.957$ in atomic units. Quadrature gives largest sampled values of $|U|x^2$ of $0.956$ from 30 to 35 bohr and $0.955$ from 60 to 65 bohr. Between 15 and 20 bohr the largest sampled $|U|$ is $3.6\times10^{-3}$, whereas the Thomas-Fermi value at 15 bohr is $9.2\times10^{-6}$.

This calculation treats a sheet in an infinite metal, so it does not give the oscillating part of the barrier for the stack. It does show that an exponential tail is a property of the Thomas-Fermi response and cannot be assumed for a metal with a sharp Fermi surface. At $x=7.5$ bohr, the thickness found above for 1 meV, the asymptotic envelope $0.957/x^2$ is $0.017$, about twice the Thomas-Fermi value of $0.0080$. This compares the envelope only: $\sin 2k_Fx$ is near a node at 7.5 bohr, so $U$ itself is small there and changes sign nearby. Equation (\ref{eq:law}) can therefore set only the first thickness to try. A tail that falls as a power of $d$ can keep the influence well above the tolerance at $d_\tau$ and beyond, and the step of $2.55$ bohr per factor of ten no longer applies. Even a tolerance of 1 meV then needs a series of thicknesses computed with the response actually in use, long enough to reveal an oscillation. Real contacts also have interface dipoles and gap states, which are absent here and can change both the barrier and its response to the cap. The numerical output lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
metal A: r_s = 3.0 bohr, Phi = 0.160 Ha
  k_F = 0.6397 1/bohr, Fermi energy = 0.2046 Ha
  k = 0.9025 1/bohr, 1/k = 1.1080 bohr
metal B: r_s = 2.0 bohr, Phi = 0.190 Ha
  k_F = 0.9596 1/bohr, Fermi energy = 0.4604 Ha
  k = 1.1053 1/bohr, 1/k = 0.9047 bohr
chi = 0.140 Ha, xi = 0.003 Ha, eps = 10.0
donor density = 1.0e-07 bohr^-3
donor density = 6.75e+17 cm^-3
(PhiB-PhiA)/Fermi energy of A = 0.1466
rho = -0.1010
flat-band transfer T at d = 0.5 bohr: 6.7357e-01
flat-band transfer T at d = 1.0 bohr: 4.3922e-01
flat-band transfer T at d = 2.0 bohr: 1.8059e-01
flat-band transfer T at d = 4.0 bohr: 2.9782e-02
flat-band transfer T at d = 8.0 bohr: 8.0569e-04
barrier, B alone = 0.049027 Ha = 1.3341 eV
barrier, thick A = 0.019291 Ha = 0.5249 eV
thick A, nonlinear screening = 0.019291 Ha
depletion width under thick A = 509.19 bohr
depletion factor 1+eps/(kA W) = 1.02176
prefactor of the law = 0.032327 Ha
cap influence in mHa: linear, asymptotic law, nonlinear
  d = 1.0 bohr: 12.96662, 13.11036, 13.11411
  d = 2.0 bohr: 5.31478, 5.31693, 5.37588
  d = 4.0 bohr: 0.87477, 0.87449, 0.88374
  d = 6.0 bohr: 0.14384, 0.14383, 0.14527
  d = 8.0 bohr: 0.02366, 0.02366, 0.02389
barrier at d = 1.0 bohr: 0.032258 Ha
barrier at d = 2.0 bohr: 0.024606 Ha
barrier at d = 4.0 bohr: 0.020166 Ha
barrier at d = 6.0 bohr: 0.019435 Ha
barrier at d = 8.0 bohr: 0.019315 Ha
decay rate from d = 6 to 8 bohr, linear = 0.90253 1/bohr
same, nonlinear = 0.90256 1/bohr
barrier, cap Phi = 0.15 Ha, d = 2 bohr: 0.017528 Ha
thickness for 1 meV influence = 7.512 bohr = 0.3975 nm
unit sheet, Thomas-Fermi potential at 15 bohr = 9.19e-06 a.u.
unit sheet, Lindhard maximum, 15-20 bohr = 3.60e-03 a.u.
Lindhard max of |potential| x^2, 30-35 bohr = 0.956 a.u.
Lindhard max of |potential| x^2, 60-65 bohr = 0.955 a.u.
\end{verbatim}
